# Incoherent spinodal of a hydrogen lattice gas and its critical temperature, part 2

Hydrogen atoms in a metal attract one another, so a uniform filling can separate into rich and poor regions. We ask at which temperatures \(T\) this happens. The filling \(c\) is the occupied fraction of equivalent interstitial sites. Neighbouring atoms have pair energy \(-w\), each site has \(z\) neighbours, and \(u=zw\) is constant. Atomic units are used in the algebra, with \(k_B\) kept; numerical energies are in eV.

Mean field places the atoms at random, with energy \(-uc^2/2\) per site. Lemma 2 obtains the entropy by counting their arrangements over the sites. The free energy per site \(f\) has the curvature

\[
f''=-u+k_BT\left(\frac1c+\frac1{1-c}\right)
=-u+\frac{k_BT}{c(1-c)}. \tag{6}
\]

The uniform state is locally unstable below the spinodal temperature \(T_s\), whose maximum is \(T_c\):

\[
k_BT_s(c)=u\,c(1-c). \tag{2}
\]

\[
T_c=\frac{u}{4k_B}. \tag{3}
\]

The binodal fillings are those that coexist in equilibrium.

These results are incoherent: each region takes its own stress-free lattice parameter. For thin, flat layers along a cube axis with matched lattice planes, \(u\) becomes \(u-K\) in the curvature, then called \(f''_{\rm coh}\), with

\[
K=2vY\eta^2,\qquad
Y=C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}}, \tag{9}
\]

where \(v\) is the volume per site, \(\eta\) the linear strain per unit filling and \(C_{ij}\) are elastic constants. The elastic energy density is \(Y\eta^2\Delta^2\), where \(\Delta\) is the departure of \(c\) from its mean. For wide stripes in a free-standing film, or variations near a free cube face, \(K\) is replaced by \(vE_Y\eta^2\), where

\[
E_Y=\frac{(C_{11}-C_{12})(C_{11}+2C_{12})}{C_{11}+C_{12}}
\]

is Young's modulus along the cube axis.

The example film has \(u=0.20\) eV, \(c=0.30\) and \(T=400\) K, so \(T_c=580.2\) K and \(f''=-0.0359\) eV. Splitting it into equal halves \(c\pm\delta\), with \(\delta=0.02\), changes the incoherent free energy by \(-7.16\times10^{-6}\) eV per site, by explicit counting. The binodal fillings at 400 K are 0.081 and 0.919. Each effect below is added alone, with \(u\) held at 0.20 eV.

### Example: the same film with and without stress relief

Use a cubic lattice parameter of 3.9 angstrom, an expansion of 2.8 cubic angstrom per hydrogen atom, and elastic constants \(C_{11}=230\), \(C_{12}=180\) and \(C_{44}=70\) GPa. The face-centred-cubic cell contains four octahedral sites, so

\[
v=\frac{3.9^3}{4}=14.83\ \text{angstrom}^3.
\]

For small strain, the relative change of volume is three times the linear strain. Therefore

\[
\eta=\frac{2.8}{3(14.83)}=0.0629,
\]

\[
Y=230+180-\frac{2(180)^2}{230}=128.3\ \text{GPa}.
\]

The product \(2vY\eta^2\), converted from pressure times volume to energy, is \(K=0.0940\) eV. Almost half of the attraction is cancelled, and the critical temperature becomes

\[
T_{c,\rm coh}=\frac{0.20-0.0940}{0.20}(580.2)=307\ \text{K}.
\]

The site volume was taken to be the same at every mean filling. If 3.9 angstrom belongs to the empty host, and the volume grows by 2.8 cubic angstrom per hydrogen atom, the result is about 331 K instead.

For the split \(\delta=0.02\), arranged in many thin layers, coherency adds \(K\delta^2/2=18.8\times10^{-6}\) eV per site to the counted incoherent value of \(-7.16\times10^{-6}\) eV. The total is \(+11.7\times10^{-6}\) eV. At the same temperature and filling, the split lowers the free energy if the stress is relieved and raises it if it forms thin layers whose planes remain matched and flat.

At 400 K, \(f''_{\rm coh}\) is positive at every filling. Within linear elasticity, larger variations in such thin layers therefore also raise the free energy, as long as the crystal stays flat. Separation needs a way of relieving stress. Bending and the formation of dislocations are two such ways, though the energy of dislocations is not included here.

Wide stripes in a free-standing film are a third. For them \(E_Y=72.0\) GPa gives \(vE_Y\eta^2=0.0264\) eV. The curvature at 400 K and \(c=0.30\) is then \(-0.0359+0.0264=-0.0095\) eV, and the critical temperature is 504 K. Such a film is unstable at 400 K even if it stays flat and its lattice planes remain matched. The same numbers hold for variations confined near a free cube face, so the value 307 K refers to layers away from free surfaces.

The cube axis was chosen because it is elastically soft for these constants. Among 500 random directions, evaluated with the full elastic tensor, none had a lower energy than \(Y\eta^2\Delta^2\). This supports the choice for the example but is no proof for other constants.

### Proposition 2: short-range correlation lowers the critical temperature

Random filling ignores the fact that attracting atoms are found next to one another more often than chance would have it. The Bethe approximation keeps this correlation along bonds but treats the lattice as a tree without closed loops. *It gives*

\[
k_BT_{\rm B}=\frac{w}{2\ln[z/(z-2)]},\qquad z>2. \tag{10}
\]

**Proof.** Describe a site by \(s=1\) if it is occupied and \(s=-1\) if it is empty, so that its occupation is \((1+s)/2\). The energy of a pair becomes

\[
-w\frac{(1+s)(1+s')}4
=-\frac w4(1+s+s'+ss').
\]

At half filling the chemical potential balances the terms linear in \(s\) and \(s'\), and the constant has no effect. The coupling that remains is \(-(w/4)ss'\). Define \(q=w/(4k_BT)\).

Remove one bond from a site, and let the rest of its branch favour occupation through a weight \(e^{hs'}\). Summing over the state of this site gives the weight that it passes to its neighbour \(s\):

\[
\sum_{s'=\pm1}e^{qss'+hs'}=2\cosh(qs+h).
\]

Since \(s\) has two values, this can be written as a constant times \(e^{ts}\), with \(e^{2t}=\cosh(h+q)/\cosh(h-q)\). Hence

\[
\tanh t=\frac{e^{2t}-1}{e^{2t}+1}
=\frac{\cosh(h+q)-\cosh(h-q)}{\cosh(h+q)+\cosh(h-q)}
=\tanh q\tanh h.
\]

Each site on a branch receives \(z-1\) such contributions. A state that is the same throughout the tree therefore obeys

\[
h=(z-1)\,\mathrm{artanh}(\tanh q\tanh h). \tag{11}
\]

The solution \(h=0\) is the half-filled uniform state. A solution with \(h>0\) is a rich phase, and its mirror image is a poor one. The slope of the right side is

\[
(z-1)\frac{\sinh2q}{\cosh2q+\cosh2h},
\]

which follows from differentiating \(t=\tfrac12\ln[\cosh(h+q)/\cosh(h-q)]\). It falls as \(h\) rises from zero. The right side can thus cross the line \(h\) at a positive value only if its initial slope exceeds 1. If it does, a crossing must occur, because the right side starts above the line but never exceeds \((z-1)q\). That slope is \((z-1)\tanh q\), because \(\sinh2q/(\cosh2q+1)=\tanh q\). The threshold is

\[
\tanh q=\frac1{z-1},\qquad
q=\frac12\ln\frac{1+1/(z-1)}{1-1/(z-1)}
=\frac12\ln\frac z{z-2}.
\]

Inserting \(q=w/(4k_BT)\) gives equation (10). \(\square\)

With \(z=12\) and \(w=u/z\), the result is 530 K, or 0.914 of the mean-field value. The closed loops of the real lattice lower the temperature further. For nearest-neighbour attraction on the face-centred-cubic lattice, accurate numerical work gives about 0.816 of the mean-field value, or 474 K, so the Bethe approximation captures only about half of the reduction. For large \(z\), \(\ln[z/(z-2)]\simeq2/z\), so that \(k_BT_{\rm B}\to zw/4=u/4\). Mean field is recovered when each atom interacts weakly with many others. A correction of this size therefore belongs to attraction between nearest neighbours and should not be carried over to a long-range attraction. In real metal hydrides a large part of the attraction can act through the strain of the host lattice, which is long-ranged. The values 530 K and 474 K therefore describe the nearest-neighbour model and are not predictions for a real film.

### Proposition 3: repulsion at high filling shifts the maximum

Half filling is critical because \(u\) was taken to be constant. Let an additional energy \(rc^3/6\) per site, with \(0<r<u\), represent an attraction that weakens as the sites fill. Its second derivative is \(rc\), so the spinodal is

\[
k_BT_s=c(1-c)(u-rc)=uc-(u+r)c^2+rc^3.
\]

Setting the derivative with respect to \(c\) to zero gives \(u-2(u+r)c+3rc^2=0\). This derivative is \(u>0\) at \(c=0\) and \(r-u<0\) at \(c=1\). The smaller root therefore lies in the allowed range and is the maximum:

\[
c_r=\frac{u+r-\sqrt{u^2-ur+r^2}}{3r}. \tag{12}
\]

The square root comes from \((u+r)^2-3ur=u^2-ur+r^2\). For \(r=0.10\) eV,

\[
c_r=\frac{0.30-\sqrt{0.03}}{0.30}=0.423,
\]

and the critical temperature is 447 K. The fall from 580 K comes from the weaker attraction: at \(c=1/2\) the factor \(u-rc\) is reduced to 0.15 eV, which gives 435 K there. The maximum lies slightly above this value, at a lower filling where the attraction is less weakened. As \(r\to u\), equation (12) tends to \(1/3\), so this term cannot describe a hydride whose critical filling is lower, such as palladium hydride, where it is near one quarter.

### Proposition 4: zero-point motion matters through its change with filling

A hydrogen atom is light, and its vibrational quantum can exceed \(k_BT\). Treat each atom as three harmonic modes of quantum \(e\). The partition function of one mode is a geometric series:

\[
\sum_{j=0}^{\infty}e^{-(j+1/2)e/k_BT}
=\frac{1}{2\sinh(e/2k_BT)}.
\]

Taking \(-k_BT\) times its logarithm, for three modes, gives the free energy per atom

\[
\varphi(e)=3k_BT\ln\left[2\sinh\frac e{2k_BT}\right].
\]

Per site this contributes \(c\varphi\). If \(e\) is independent of filling, the contribution is linear in \(c\) and leaves the spinodal unchanged, however large the zero-point energy is.

Now let expansion of the lattice soften the modes, \(e(c)=e_0(1-gc)\), so that \(e'=-ge_0\) and \(e''=0\). The product and chain rules give

\[
\frac{d^2(c\varphi)}{dc^2}
=2\frac{d\varphi}{de}e'+c\frac{d^2\varphi}{de^2}e'^2.
\]

The derivatives are \(d\varphi/de=\tfrac32\coth(e/2k_BT)\) and \(d^2\varphi/de^2=-3/[4k_BT\sinh^2(e/2k_BT)]\). The additional curvature is therefore

\[
3e'\coth\frac e{2k_BT}
-\frac{3c\,e'^2}{4k_BT\sinh^2(e/2k_BT)}. \tag{13}
\]

For softening, both terms are negative. Hydrogen vibrates more softly where there is more hydrogen, and this acts as an additional attraction. At low temperature \(\coth\to1\) and the second term vanishes, leaving the zero-point contribution \(3e'\).

Take \(e_0=0.070\) eV and \(g=0.15\), so that \(e'=-0.0105\) eV. Zero-point motion alone contributes \(3e'=-0.0315\) eV. At 580 K and half filling, the full expression (13) gives \(-0.0570\) eV. Classical vibrations, with free energy \(3k_BT\ln(e/k_BT)\) per atom, give \(-0.0506\) eV. At this temperature most of the effect is thus classical vibrational entropy, and the quantum correction to the classical value is \(-0.0064\) eV. The zero-point part must not be added to the classical value, since the full expression already contains both limits.

With the vibrational term evaluated at each temperature, the critical point moves to 795 K and \(c=0.507\). This is a large shift for a modest softening, and it holds only if \(u\) is a purely static attraction.

### Remark 4: may the atoms be assigned to sites?

The counting in Lemma 2 treats each atom as belonging to one site. In a harmonic well the ground state is \(\psi(x)\propto e^{-x^2/4\sigma^2}\), with \(\sigma^2=1/(2Me_0)\) in atomic units, where \(M\) is the mass of the hydrogen atom. For two such states a distance \(d\) apart, completing the square gives

\[
\frac{x^2+(x-d)^2}{4\sigma^2}
=\frac{(x-d/2)^2}{2\sigma^2}+\frac{d^2}{8\sigma^2}.
\]

The first term integrates to the normalization, so the overlap is \(e^{-d^2/8\sigma^2}\). Here \(\sigma=0.172\) angstrom and \(d=3.9/\sqrt2=2.758\) angstrom, and the overlap is about \(10^{-14}\). Distinct sites are a sound description for these numbers. The value is not a hopping rate: the barrier between real sites need not have the height or shape of two continued parabolas, and the path between sites need not be straight.

### The model beside real films

The parameters are rough typical values for hydrogen in octahedral sites of a face-centred-cubic transition metal that takes up hydrogen readily. They do not describe every face-centred-cubic transition metal, since some dissolve very little hydrogen. How much the free expansion of each region matters depends on the geometry. Wide stripes in a free-standing film and variations near a free surface move the critical temperature only from 580 K to 504 K. Matched lattice planes in thin, flat layers away from free surfaces move it to 307 K, the largest shift found here. This ranking depends on the inputs: a vibrational softening of \(g=0.20\) instead of 0.15 would move the critical temperature to about 920 K, which is a larger shift. The two binodal fillings at 400 K differ by 0.839, which corresponds to a linear misfit of about 5%. Linear elasticity is doubtful at such a strain, though it is reasonable for the small split considered above. A substrate that restrains the film and grain boundaries that trap hydrogen are further departures which these estimates do not cover.

The separate shifts should not be summed. They are not independent, and a value of \(u\) fitted to a measured critical temperature already contains part of correlation, repulsion, vibration and perhaps stress. For a film whose stress can relax, whose vibrations do not change with filling and whose attraction is well described by a constant \(u\), keeping \(T\) above \(u/(4k_B)\) excludes the instability at every filling within mean field. Under the same conditions, if the filling is known and stays fixed, \(T>uc(1-c)/k_B\) excludes the local instability, but not slow separation from a metastable state. The numerical output below lists the main values for the example.

## Table of computed values

```
INPUTS (round, roughly typical)
attraction u: 0.20 eV
working temperature: 400 K
working filling: 0.30
neighbours z: 12
lattice parameter: 3.9 angstrom
expansion per H: 2.8 angstrom^3
C11: 230 GPa
C12: 180 GPa
C44: 70 GPa
repulsion r: 0.10 eV
vibrational quantum, empty limit: 0.070 eV
fractional softening g: 0.15
INCOHERENT RESULT
random-filling energy per site, sampled: -0.00899 eV
random-filling energy per site, formula: -0.00900 eV
critical thermal energy kB Tc: 0.0500 eV
critical temperature Tc: 580.2 K
Tc from explicit counts: 580.3 K
spinodal temperature at working filling: 487.4 K
thermal energy at working temperature: 0.03447 eV
lower spinodal filling at working T: 0.2213
upper spinodal filling at working T: 0.7787
lower binodal filling at working T: 0.0807
upper binodal filling at working T: 0.9193
curvature at working point: -0.0359 eV
split amplitude: 0.02
split energy per site, counted: -7.156e-06 eV
split energy per site, quadratic: -7.172e-06 eV
NEGLECTED EFFECTS (each taken alone)
site volume: 14.83 angstrom^3
linear strain per unit filling: 0.0629
soft-axis modulus Y: 128.3 GPa
coherency curvature: 0.0940 eV
coherent critical temperature: 307.4 K
coherent split energy per site: 1.165e-05 eV
Bethe critical temperature: 530.4 K
Bethe / mean-field ratio: 0.9141
critical filling with repulsion: 0.4226
critical temperature with repulsion: 446.7 K
vibrational curvature at Tc, c=1/2: -0.0570 eV
same, classical vibrations: -0.0506 eV
same, zero-point part alone: -0.0315 eV
critical temperature with softening: 795.3 K
critical filling with softening: 0.507
zero-point position spread: 0.172 angstrom
neighbour-site distance: 2.758 angstrom
neighbour wavefunction overlap: 1.2e-14
```
